# Step control for nonlinear current balance in Voronoi grain networks

A polycrystalline film can be reduced to one potential $u_i$ per grain and one nonlinear current law per grain boundary. Newton's method with residual backtracking then finds the unique balanced state from any starting potentials, and converges quadratically at the end, under two conditions: every boundary has

$$s=\frac{eQ^2}{8\varepsilon N}>\frac43\,\theta ,\qquad \theta=\frac{k_BT}{e},$$

and the boundary law is continued by its tangent beyond a voltage drop $|v|=2s$. Here $Q$ is the trapped boundary charge (a number per area), $N$ the ionised donor density and $\varepsilon$ the permittivity. The solution obeys the derived law, and not its continuation, if every drop satisfies $|v|<2s$, which must be checked afterwards. For the law itself to be accurate, the barriers must also stay well above $\theta$, and the boundary faces must be much longer than the depletion layers are wide.

The setting treated here is the step control of a Newton solver. Electronic-structure programs offer such a control for self-consistent equations; here it acts on grain potentials. What it can guarantee depends on the boundary law, so that comes first.

## The boundary law

The film is n-type with columnar grains, so the network is two-dimensional. Traps are filled and $Q$ is fixed; electrons are non-degenerate, with an isotropic mass $m$ and a constant grain mobility $\mu$. Potentials and barriers are in volts, or eV per electron.

**Barrier.** Let $\phi$ be the electron potential energy divided by $e$, measured from the grain interior on the same side. With electron density $Ne^{-\phi/\theta}$, Poisson's equation is

$$\phi''=\frac{eN}{\varepsilon}\left(1-e^{-\phi/\theta}\right).$$

Multiplying by $\phi'$ and integrating from the interior, where $\phi=\phi'=0$, gives for $F=|\phi'|$

$$F^2=\frac{2eN}{\varepsilon}\left[\phi-\theta(1-e^{-\phi/\theta})\right]\simeq\frac{2eN}{\varepsilon}(\phi-\theta),\qquad \phi\gg\theta .$$

Gauss's law at the charged boundary is $F_L+F_R=eQ/\varepsilon$. Without bias both fields equal $F_0=eQ/2\varepsilon$, and the barrier is $\theta+\varepsilon F_0^2/(2eN)=\theta+s$. Hence $F^2=F_0^2(\phi-\theta)/s$.

Let electrons flow from left to right under a drop $v>0$, so that $\phi_R=\phi_L+v$. Then $F_R^2-F_L^2=F_0^2v/s$. Dividing by $F_R+F_L=2F_0$ gives $F_R-F_L=F_0v/2s$. With $q=v/4s$,

$$F_L=F_0(1-q),\quad F_R=F_0(1+q),\quad \phi_L=\theta+s(1-q)^2 .$$

**Diffusion and emission.** Write the density on the left as $n=Ne^{(\eta-\phi)/\theta}$, with $\eta=0$ in the interior. The electron flux is $\Gamma=-\mu n\,\eta'$. Multiplying by $e^{\phi/\theta}$ and integrating up to the boundary gives

$$\mu\theta N\left(1-e^{\eta^-/\theta}\right)=\Gamma\int e^{\phi/\theta}dx .$$

Split the integrand into $1$ and $e^{\phi/\theta}-1$. The first part is ordinary grain resistance and goes to the grain resistor. In the neutral interior the density stays $N$ and the drift is ohmic at any drop; inside the depletion layer the split is accurate while this part's drop there is small compared with $\theta$. The second is dominated by the top of the barrier, where $\phi\simeq\phi_L-F_L|x|$, and equals about $\theta e^{\phi_L/\theta}/F_L$. Dividing by $\mu\theta e^{\phi_L/\theta}$, and repeating the argument on the right,

$$Ne^{-\phi_L/\theta}-n^-=\frac{\Gamma}{\mu F_L},\qquad n^+-Ne^{-\phi_R/\theta}=\frac{\Gamma}{\mu F_R}.$$

Across the boundary plane, Maxwellian emission from both sides gives $n^--n^+=\Gamma/v_R$ with $v_R=\sqrt{k_BT/2\pi m}$. Adding the three equations removes $n^\pm$:

$$\Gamma\left[\frac1{v_R}+\frac1{\mu F_L}+\frac1{\mu F_R}\right]=N\left(e^{-\phi_L/\theta}-e^{-\phi_R/\theta}\right).$$

The field terms add to $2/[\mu F_0(1-q^2)]$. The right side is $2Ne^{-(\phi_L+v/2)/\theta}\sinh(v/2\theta)$. Since $v/2=2sq$, the exponent contains $\phi_L+v/2=\theta+s+sq^2$, with $sq^2=v^2/16s$. With $a=2v_R/(\mu F_0)$ and $J=e\Gamma$,

$$J(v)=2eNv_R\,\frac{e^{-(s+\theta)/\theta}\,e^{-v^2/(16s\theta)}\sinh(v/2\theta)}{1+a/(1-q^2)} .$$

The law is odd in $v$. It can therefore be used for conventional current driven from grain $i$ to grain $j$ by a positive drop, although the electrons move the other way.

## Where the law is monotonic

For $0<v<4s$ the logarithmic derivative is

$$\frac{J'}{J}=\frac{\coth(v/2\theta)-q}{2\theta}-\frac{aq}{2s(1-q^2)(1-q^2+a)} .$$

Since $\coth>1$ and $a/(1-q^2+a)<1$, the slope is positive if

$$(1-q)(1-q^2)\ge\frac{\theta}{s}\,q .$$

The left side falls with $q$ and the right side rises, so on $0\le q\le\tfrac12$ the worst point is $q=\tfrac12$. There the condition is $3/8\ge\theta/2s$, or $s\ge4\theta/3$. At $v=0$ the slope is positive because $\sinh$ is linear there. The condition is sufficient, not necessary.

The restriction on $q$ is needed. As $q\to1$ the field $F_L$ vanishes and the formula sends $J$ to zero. This fall is a failure of the approximations, since $\phi_L$ is then no longer large compared with $\theta$. A solver that enters this region meets negative slopes and possibly several solutions. The tangent continuation beyond $|v|=2s$ prevents that. It is a numerical guard with no physical content.

## From boundaries to a network

Grains are periodic Voronoi cells. For neighbours $i,j$ let $\mathbf r=d\,\mathbf n$ join the seeds and $L$ be the length of the shared face. Under a mean field $\mathbf E$ the link drop is $\Delta=u_i-u_j+\mathbf E\cdot\mathbf r$. It is shared between boundary and grain:

$$\Delta=v+\rho J(v),\qquad \rho=d/\sigma,\quad \sigma=eN\mu .$$

The right side rises with $v$, so there is one root, and it lies between $0$ and $\Delta$. Bracketed Newton iteration finds it. Differentiating with respect to $\Delta$ gives $1=(1+\rho J')\,dv/d\Delta$, hence the link slope

$$g=\frac{dJ}{d\Delta}=\frac{J'}{1+\rho J'} .$$

Let $B$ be the matrix that takes differences $u_i-u_j$. Current balance in every grain, per unit film thickness, and its Jacobian are

$$R(u)=B^T(LJ)=0,\qquad K=B^T\,\mathrm{diag}(Lg)\,B .$$

A common shift of all $u_i$ changes nothing, so one grain is pinned. Its balance follows from the others because the components of $R$ add to zero. $K$ is then sparse, symmetric and positive definite.

The mean current density over area $A$ is $\mathbf J=A^{-1}\sum LJ\,\mathbf r$. The heat confirms the normalisation: in $\sum LJ\Delta$ the $u$ terms vanish by balance, leaving $A\,\mathbf E\cdot\mathbf J$.

**The limit without barriers.** The normal integrates to zero around a closed cell, so $\sum_jL\mathbf n=0$. Also $\oint(\mathbf x-\mathbf x_i)\mathbf n^T\,dl$ equals the cell area times the unit matrix. Adding this over cells, each face is seen from both sides with opposite normals and leaves $L\,d\,\mathbf n\mathbf n^T$, so $\sum Ld\,\mathbf n\mathbf n^T=A\,\mathbf 1$. With no barriers, $u=0$ gives $J=\sigma\mathbf E\cdot\mathbf n$. The first identity balances every grain and the second gives $\mathbf J=\sigma\mathbf E$. The network adds no geometrical error in this limit.

**Bounds in the ohmic limit.** Let $G$ be the zero-bias link slope and take a unit field along $x$. The solution minimises $\sum LG\Delta^2=A\sigma_{\rm eff}$, so the trial $u=0$ gives an upper bound. For a lower bound use the balanced flow $I=Ln_x$, for which $\sum I\Delta=\sum Ld\,n_x^2=A$. The Cauchy–Schwarz inequality gives $A^2\le\sum(I^2/LG)\sum LG\Delta^2$. Therefore

$$\frac{A}{\sum Ln_x^2/G}\le\sigma_{\rm eff}\le\frac1A\sum LG\,r_x^2 .$$

## Why backtracking is safe

The extended boundary slope is continuous, positive and constant outside a finite interval. Link slopes $g$ therefore have positive lower and upper bounds, and $g$ is Lipschitz continuous. In a connected pinned network the smallest eigenvalue of $K$ stays above some $m>0$ for all $u$. $R$ is the gradient of $\sum L\int_0^\Delta J\,d\Delta'$, which is thus strongly convex and has one minimum. This proves existence and uniqueness.

The Newton step solves $Kp=-R$, so $\|p\|\le\|R\|/m$. Let $\Lambda$ be a Lipschitz constant of $K$. Integrating the Jacobian along a fraction $t$ of the step,

$$R(u+tp)=(1-t)R+\int_0^t[K(u+\tau p)-K(u)]\,p\,d\tau ,$$

$$\|R(u+tp)\|\le(1-t)\|R\|+\frac{\Lambda t^2}{2m^2}\|R\|^2 .$$

Start with $t=1$ and halve it until $\|R(u+tp)\|\le(1-ct)\|R\|$, with a small $c$ such as $10^{-4}$. By the bound, any $t\le2m^2(1-c)/(\Lambda\|R\|)$ is accepted. Halving therefore never goes below $\min[1,\,m^2(1-c)/(\Lambda\|R_0\|)]$, where $R_0$ is the initial residual. Each step removes at least a fixed fraction of the residual. Once $\|R\|\le2m^2(1-c)/\Lambda$ the full step is accepted, and setting $t=1$ leaves

$$\|R_{\rm new}\|\le\frac{\Lambda}{2m^2}\|R\|^2 ,$$

which is quadratic convergence.

## A tin dioxide film

The example uses rough typical values for SnO$_2$ at 300 K: $N=3\times10^{17}$ cm$^{-3}$, $\mu=200$ cm$^2$/Vs, $m=0.27\,m_e$ and relative permittivity 12. The film is 100 nm thick and has 400 grains with a mean area of $(200\ \mathrm{nm})^2$. Boundary charges are drawn uniformly from $1.1$ to $1.7\times10^{12}$ cm$^{-2}$. The one-dimensional boundary law is applied along the whole of every face, which overstates the current near grain corners; the last section gives the size of this error. The numerical output follows this text.

Here $\theta=25.85$ mV, so the theorem needs $s>0.0345$ eV. The range is $0.076$ to $0.182$ eV, and the condition holds throughout. At the mean charge $s=0.1231$ eV and the barrier is $0.149$ eV; direct integration of Poisson's equation agrees to about $0.1$ meV.

A hand estimate shows what sets the conductivity. At the mean charge, with $eN=0.0481$ C/cm$^3$, $v_R=5.18\times10^6$ cm/s and $a=0.49$, the zero-bias slope is

$$\frac{eNv_Re^{-(s+\theta)/\theta}}{\theta(1+a)}=\frac{0.0481\times5.18\times10^6\times e^{-5.76}}{0.02585\times1.49}\simeq2.0\times10^4\ \mathrm{S/cm^2}.$$

The boundary resistance is thus $4.9\times10^{-5}\ \Omega\,$cm$^2$. The mean seed distance of 224 nm adds $2.24\times10^{-5}/9.61=2.3\times10^{-6}\ \Omega\,$cm$^2$. Distance over total resistance gives $0.43$ S/cm; the network with all boundaries at the mean charge gives $0.417$ S/cm.

With distributed charges this sample has $0.394$ S/cm, or an effective mobility $\sigma_{\rm eff}/eN=8.2$ cm$^2$/Vs. Eight samples average $0.413$ S/cm with a standard deviation of $0.015$ S/cm. The difference between distributed and equal charges in one sample is therefore comparable with the sample scatter, and one sample does not establish its sign.

The network bounds are $0.181$ and $0.580$ S/cm. The continuum problem, with potential varying inside each grain, can also be bounded. Potentials constant in each grain are an allowed trial there, so its ohmic conductivity is at most the perfect-grain value, $0.429$ S/cm. A uniform current gives the same lower bound as before, because $\sum Ln_x^2d/\sigma=A/\sigma$ is just the heat of that current inside the grains. One node per grain is a good reduction when boundaries dominate, as here, but these bounds alone do not fix its error.

**Activation energy.** Between 300 and 310 K, with $Q$ and $\mu$ held fixed, the network gives $0.095$ eV, well below the barrier of $0.149$ eV. For one boundary, differentiate $-\ln G$ with respect to $1/\theta$. The part $\theta$ of the barrier contributes only a constant factor $e^{-1}$, and the remaining prefactors give

$$E_a=s-\frac\theta2-\frac{a}{1+a}\frac\theta2=0.106\ \mathrm{eV}.$$

Grain resistance, taken as temperature-independent, dilutes this. Using $0.394/0.429=0.92$ as an estimate of the boundary share gives $0.097$ eV. The remaining $0.002$ eV is not assigned. Reading the measured slope of such a film as its barrier height would thus underestimate the barrier in this model.

**Finite field.** Expanding the boundary law to second order gives

$$\frac{J}{J'(0)v}\simeq1+\frac{v^2}{24\theta^2}-\frac{v^2}{16s\theta}-\frac{a}{1+a}\frac{v^2}{16s^2}.$$

The first correction comes from the hyperbolic sine: to first order in $v$, the barrier falls by $v/2$ for the forward flow and rises by $v/2$ for the reverse flow. The other two corrections reduce the current. At 3 kV/cm the rms drop is 51 mV, and the terms are $0.164-0.052-0.004$, an increase of 11%. The network current is 16% above its ohmic value, against 12% for equal boundaries with the same geometry and field. At 1 and 2 kV/cm the increases are 2.1% and 7.7%, close to a quadratic law. The largest drop is 139 mV and the largest $v/4s$ is $0.27$, below the limit $0.5$, so no boundary uses the tangent continuation.

Half the boundary heat comes from about 15% of the boundaries, both in the ohmic limit and at 3 kV/cm. This field hardly changes the concentration. The calculation does not separate the roles of charge disorder and face geometry.

## Choosing the solver settings

**Backtracking.** Keep it on. It costs nothing when full steps are accepted, and it carries the convergence guarantee. It was not needed in the case tried: from random potentials with a standard deviation of 0.3 V, damped and undamped Newton both took 7 steps at 3 kV/cm. That shows one harmless case and does not prove undamped Newton safe.

**Starting potentials.** Use $u=0$, the uniform field. At 3 kV/cm the residuals, relative to the norm of the link currents at that start, were $1.0$, $6\times10^{-2}$, $8\times10^{-4}$, $7\times10^{-7}$ and $1\times10^{-12}$. Each residual divided by the square of the previous one stays between $0.06$ and about 2, as quadratic convergence requires. If the ratio grows without limit well above rounding error, suspect a wrong slope.

**Tolerance.** Strong convexity gives a potential error of at most $\|R\|/m$. A weakly connected grain makes $m$ small, so a small residual alone does not guarantee accurate potentials. Since one more quadratic step is cheap, tighten the tolerance until the mean current stops changing at the accuracy needed.

**Range check.** Inspect $|v|/4s$ on every boundary after convergence. If any value exceeds $0.5$, the solver has found a valid root of an unphysical law. More damping cannot cure this; the field must be lowered or the boundary model replaced.

## How far to trust the numbers

The closed boundary law exceeds quadrature of the same physics at 50 mV by 1.4%, 4.0% and 0.6% for the lowest, the mean and twice the mean charge. The small first value is no sign of better accuracy. Linearising the barrier top underestimates the diffusion resistance, while dropping $e^{-\phi/\theta}$ overestimates the barrier, and these errors have opposite signs.

The neglected physics matters more. Wave transmission through the mean barrier gives $1.51$ times the classical emission at zero bias. If this only rescales $v_R$, the boundary current rises by $1.49/(1/1.51+0.49)\simeq1.3$, because the diffusion terms are unchanged. Those terms are themselves rough here. The mean free path, thermal speed times relaxation time $\mu m/e$, is about 6.4 nm, while the barrier top falls by $\theta$ within $\theta/F_0=2.4$ nm. Drift and diffusion need many collisions in that distance, so the factor $1/(1+a)$ is only an interpolation and overstates the resistance. Pure classical emission, the opposite limit, would give $1+a=1.49$ times the zero-bias boundary current. If $N$ is the total donor density and the donors lie a rough 0.03 eV deep, 72% are ionised in the neutral grains, and the current falls by roughly that factor. Discrete charges make the barrier uneven, and electrons favour its low spots. The factor $1.25$ in the output is a rough count of the charges in one depletion volume and leaves out the strong potential near each trap. It is therefore too low: at the same mean barrier, point charges on a square lattice already raise the classical emission by a factor of about $1.5$, and randomly placed ones raise it by a factor of about 5. Rough masses of $0.23$ and $0.30\,m_e$ along different axes change $v_R$ by 14%. At a fixed barrier, degeneracy adds 3% to the emission; a slightly higher barrier offsets part of this.

As a picture of real SnO$_2$, the example is at best a rough guide to lightly doped, large-grained films. Transparent-conductor films are doped far more heavily and are degenerate, so this law does not apply to them. The law also fails in grains so small that the depletion layers from opposite sides overlap; here the width of a layer is below 36 nm, against a least half-distance between seeds of 60 nm. At grain corners, however, the layers overlap in any film. Three charged boundaries meet there and raise the barrier: for regular hexagonal grains of the mean area at the mean charge, it is about 0.28 V at the corners against 0.16 V in the middle of a face. The zero-bias emission averaged over a face is then only about 0.37 of the one-dimensional value, so for such grains the one-dimensional law overstates the conductivity by a factor of about 2.7 from this cause alone. An error of similar size is to be expected in the conductivities above, though it was not computed for the random network. The error shrinks as the faces become longer compared with the layer width. Real devices may also break the assumption of filled traps. If traps charge further under bias and pin the barrier, the current of a mean boundary at 51 mV is smaller by a factor of about $2.5$. Surface charge from adsorbed gas, absent here, can change the barriers too.

Heating depends on device size. At 3 kV/cm the heat flux is $1370\times3000\times10^{-5}=41$ W/cm$^2$. For a disc of radius $b$ on a thick substrate of thermal conductivity $\kappa$, a uniform heat flux $P$ gives a mean steady temperature rise $8Pb/(3\pi\kappa)$. With a rough $\kappa=0.014$ W/cmK for glass and a disc of the same area, a square patch with sides of 4 µm warms by about 0.6 K. The rise is proportional to patch size, so 1 mm would give about 140 K, and the assumption of a fixed temperature would fail.

## Computed values

```
temperature 300 K, kT 25.85 meV, mass 0.27 m_e, permittivity 12.0
donors 3.0e+17 cm^-3, grain mobility 200 cm2/Vs, grain conductivity 9.61 S/cm
boundary charge 1.1e+12 to 1.7e+12 cm^-2, mean 1.4e+12 cm^-2
s for lowest, mean, highest charge: 0.0760 0.1231 0.1816 eV
smallest s allowed by the monotonicity condition: 0.0345 eV
mean-charge barrier: s+kT 0.1490 eV, from Poisson integration 0.1489 eV
emission velocity 5.177e+06 cm/s, peak field F0 0.1056 MV/cm, a 0.490
boundary law minus quadrature at 0.05 V, lowest charge: +1.44 %
  the same, mean charge: +3.98 %; twice the mean charge: +0.57 %
network: 400 grains, 1200 boundaries, box 4000 nm, thickness 100 nm
seed distance: least 120 nm, mean 224 nm
ohmic conductivity 0.3936 S/cm, effective mobility 8.19 cm2/Vs
  lower and upper bounds 0.1812 0.5801 S/cm
  with perfectly conducting grains 0.4291 S/cm
  with all boundaries at the mean charge 0.4172 S/cm
  eight samples: mean 0.4131, standard deviation 0.0150 S/cm
activation energy between 300 and 310 K: 0.0947 eV
share of boundaries giving half the boundary heat, ohmic: 14.8 %
field 1 kV/cm: J 401.7 A/cm2, J/(E sigma0) 1.0207, Newton steps 4
field 2 kV/cm: J 848.0 A/cm2, J/(E sigma0) 1.0772, Newton steps 4
field 3 kV/cm: J 1370.0 A/cm2, J/(E sigma0) 1.1603, Newton steps 4
3 kV/cm, all boundaries at mean charge: J/(E sigma0) 1.1201
share of boundaries giving half the boundary heat, 3 kV/cm: 15.3 %
3 kV/cm: rms drop 51.3 mV, largest drop 138.8 mV, largest v/4s 0.266
relative residuals at 3 kV/cm: 1.0e+00 6.1e-02 8.2e-04 7.2e-07 1.1e-12
random start of 0.3 V: damped Newton 7 steps, residual 4.4e-16
  undamped Newton 7 steps, residual 4.4e-16
neglected effects:
  quantum over classical emission, mean barrier: 1.514
  degeneracy factor on emission: 1.031 (Nc 3.52e+18 cm^-3)
  ionised donor fraction for a rough depth of 0.03 eV: 0.719
  emission velocity ratio for rough masses 0.23 and 0.30: 1.142
  discrete charges, rough: ripple 17.4 meV, emission factor 1.25
  fixed charge over pinned barrier current at the rms drop: 2.56
  heat flux at 3 kV/cm 41.1 W/cm2, warming of a patch of box size on glass 0.56 K
  bound on peak boundary field 0.162 MV/cm
  bound on depletion width 35.9 nm, least half seed distance 60.0 nm
```
